\section*{Complete phonon reflection by a side oscillator on a harmonic chain}

\section{A case that can be seen at a glance}

Take an infinite chain of equal masses $M$ joined by equal springs $K$. The displacement of atom $n$ along the chain is $u_n$. A mass $m$ with displacement $v$, along the same line, is tied by a spring $k$ to atom $0$ and to nothing else. All springs are harmonic and nothing is damped.

Choose the frequency $\omega^2=2K/M$, and let $m=\mu M$ and $k=2\mu K$, so that $k/m=\omega^2$ as well. Consider the motion
\begin{equation}
u_n=\begin{cases}2\sin(n\pi/2)\,\sin\omega t, & n\le 0,\\ 0, & n\ge 0,\end{cases}
\qquad v=\frac{1}{\mu}\sin\omega t .
\label{eq:special}
\end{equation}
On the left this is a standing wave, with $u_{-1}=-2\sin\omega t$ and $u_{-2}=0$. On the right nothing moves. The equations of motion hold for each mass:
\begin{itemize}
\item Atom $0$ is at rest. Its left neighbour pulls it with $Ku_{-1}=-2K\sin\omega t$, and the side mass with $kv=+2K\sin\omega t$. The sum is zero.
\item The side mass hangs on an atom at rest, and it oscillates at $\sqrt{k/m}=\omega$, as it should.
\item Each moving atom on the left has two neighbours at rest, so it feels the force $-2Ku_n$ and oscillates at $\sqrt{2K/M}=\omega$.
\item Each resting atom with $n=-2,-4,\dots$ has neighbours with opposite displacements, whose pulls cancel. Each atom with $n\ge1$ is at rest between neighbours at rest and feels no force.
\end{itemize}
A standing wave is an incoming wave plus a reflected wave of equal strength. The side mass therefore reflects everything, for any $\mu$. The frequency at which this happens is the one the side mass has when its base is held still,
\begin{equation}
\Omega=\sqrt{k/m}.
\label{eq:Omega}
\end{equation}

\section{The zero of transmission at a general frequency}

For a time factor $e^{-i\omega t}$ the atoms with $n\neq0$ obey
\begin{equation}
-M\omega^2u_n=K(u_{n+1}+u_{n-1}-2u_n).
\end{equation}
Inserting $u_n=e^{i\theta n}$, where $\theta$ is the phase advance per atom, gives
\begin{equation}
M\omega^2=2K(1-\cos\theta)=4K\sin^2(\theta/2),\qquad 0<\theta<\pi .
\label{eq:disp}
\end{equation}
Travelling waves thus exist for $0<\omega<\omega_{\max}=2\sqrt{K/M}$. Let a wave of unit amplitude arrive from the left:
\begin{equation}
u_n=e^{i\theta n}+r\,e^{-i\theta n}\ (n\le0),\qquad u_n=t\,e^{i\theta n}\ (n\ge0).
\label{eq:ansatz}
\end{equation}
Both forms describe atom $0$, so $u_0=t=1+r$. The two remaining equations are
\begin{align}
-M\omega^2u_0&=K(u_1+u_{-1}-2u_0)+k(v-u_0),\label{eq:atom0}\\
(k-m\omega^2)\,v&=k\,u_0 .\label{eq:side}
\end{align}
At $\omega=\Omega$ the left side of \eqref{eq:side} vanishes, so $u_0=0$. Hence
\begin{equation}
t(\Omega)=0,\qquad r(\Omega)=-1,\qquad\text{if } 0<\Omega<\omega_{\max}.
\label{eq:zero}
\end{equation}
The condition is needed because a phonon of frequency $\Omega$ must exist. The mass $m$ need not be small.

The amplitude of the side mass follows from \eqref{eq:atom0} with $u_0=u_1=0$ and $u_{-1}=e^{-i\theta}-e^{i\theta}=-2i\sin\theta$:
\begin{equation}
kv=-Ku_{-1}=2iK\sin\theta .
\label{eq:vres}
\end{equation}
The side mass moves just enough to cancel the pull of the left neighbour, and atom $0$ acts as a fixed wall.

\section{Transmission at all frequencies}

Away from $\Omega$, equation \eqref{eq:side} gives $v=\Omega^2u_0/(\Omega^2-\omega^2)$. The side spring then exerts on atom $0$ the force
\begin{equation}
k(v-u_0)=W u_0,\qquad W=k\left(\frac{\Omega^2}{\Omega^2-\omega^2}-1\right)=\frac{k\,\omega^2}{\Omega^2-\omega^2}.
\label{eq:W}
\end{equation}
Since $k=m\Omega^2$, this equals the effect of an added mass $m\Omega^2/(\Omega^2-\omega^2)$. The added mass is positive below $\Omega$, grows without bound as $\omega\to\Omega$, and is negative above.

From \eqref{eq:ansatz}, $u_1=te^{i\theta}$. With $r=t-1$,
\begin{equation}
u_{-1}=e^{-i\theta}+(t-1)e^{i\theta}=te^{i\theta}-2i\sin\theta .
\end{equation}
Insert both in \eqref{eq:atom0} and replace $M\omega^2$ by \eqref{eq:disp}:
\begin{equation}
K(2te^{i\theta}-2i\sin\theta-2t)+2K(1-\cos\theta)t+Wt=0 .
\end{equation}
The terms in $Kt$ add up to $2(e^{i\theta}-\cos\theta)=2i\sin\theta$, so
\begin{equation}
2iK\sin\theta\,(t-1)+Wt=0,\qquad t=\frac{2iK\sin\theta}{2iK\sin\theta+W}.
\label{eq:t}
\end{equation}

It helps to define
\begin{equation}
Z=\frac{K\sin\theta}{\omega}=\sqrt{KM}\,\cos(\theta/2),\qquad \Gamma(\omega)=\frac{k}{2Z}.
\label{eq:Z}
\end{equation}
The second form of $Z$ uses $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ and $\omega=2\sqrt{K/M}\sin(\theta/2)$. The meaning of $Z$ comes from the energy flow. Atom $n$ pushes atom $n+1$ with the force $K(u_n-u_{n+1})$. In a wave of amplitude $A$ moving right, $u_n=e^{-i\theta}u_{n+1}$, and the mean power is
\begin{equation}
P=\tfrac12\,\mathrm{Re}\left[K(e^{-i\theta}-1)\,i\omega\right]|A|^2=\tfrac12K\omega\sin\theta\,|A|^2=\tfrac12Z\omega^2|A|^2 .
\label{eq:power}
\end{equation}
So $Z$ is the resistance that one half of the chain offers to a driven atom. The factor 2 in $\Gamma$ counts the two halves. Both sides have the same $Z$, so the energy fractions are $T=|t|^2$ and $R=|r|^2$.

Dividing \eqref{eq:t} by $2iK\sin\theta=2iZ\omega$ gives
\begin{equation}
t=\frac{1}{1-ix},\qquad x=\frac{W}{2Z\omega}=\frac{\omega\Gamma}{\Omega^2-\omega^2},
\label{eq:x}
\end{equation}
and $r=t-1=ix/(1-ix)$. Therefore
\begin{equation}
T=\frac{1}{1+x^2}=\frac{(\Omega^2-\omega^2)^2}{(\Omega^2-\omega^2)^2+\omega^2\Gamma^2},\qquad R=\frac{x^2}{1+x^2}=1-T .
\label{eq:T}
\end{equation}
Inside the band $\Gamma$ is finite and positive, so $T$ vanishes at $\Omega$ and nowhere else. In terms of $\Gamma$, \eqref{eq:vres} reads $v=2iZ\Omega/k=i\Omega/\Gamma$.

\paragraph{Limits.} For long waves $Z\to\sqrt{KM}$ and $\Omega^2-\omega^2\to\Omega^2$, so $x\to m\omega/(2\sqrt{KM})$ and
\begin{equation}
R\simeq\left(\frac{m\omega}{2\sqrt{KM}}\right)^2 .
\label{eq:low}
\end{equation}
The side mass then rides with its atom as extra weight. If the side spring is made stiff at fixed $m$, then $\Omega\to\infty$ and $W\to m\omega^2$ at every band frequency. This is a plain heavy atom, which has no zero inside the band. The same absence holds whenever $\Omega>\omega_{\max}$. At the band top $Z\to0$, so $T\to0$ there for any $\Omega$; this is a property of the band edge and not of the resonance.

\section{Width of the dip and ringing of the side mass}

Half of the energy passes when $x=\pm1$, that is when $\omega^2\pm\Gamma\omega-\Omega^2=0$. If $\Gamma$ is taken constant at its value at $\Omega$, the positive roots are
\begin{equation}
\omega_\pm=\sqrt{\Omega^2+\Gamma^2/4}\pm\Gamma/2,\qquad \omega_+-\omega_-=\Gamma .
\label{eq:width}
\end{equation}
For $\Gamma\ll\Omega$ and $\Gamma\ll\omega_{\max}-\Omega$, so that $Z$ hardly changes across the dip, one may also write $\Omega^2-\omega^2\simeq2\Omega(\Omega-\omega)$ near the dip, which gives a Lorentzian:
\begin{equation}
T\simeq\frac{(\omega-\Omega)^2}{(\omega-\Omega)^2+(\Gamma/2)^2}.
\label{eq:lorentz}
\end{equation}
At fixed $\Omega$ the width $\Gamma=m\Omega^2/(2Z)$ is proportional to $m$. A small mass makes the dip narrow but no less deep. For a heavy side mass $\Gamma$ is no longer the width: at the $\Omega$ of the example below the width is $1.12\,\Gamma$ for $m=M$, and for $m=1.5M$ the transmission stays below $0.4$ at all band frequencies above the zero.

The same $\Gamma$ governs the free decay of the side mass. With no incoming wave, the driving term in \eqref{eq:t} is absent and $2iZ\omega+W=0$. Multiplying by $(\Omega^2-\omega^2)/(2iZ\omega)$ gives
\begin{equation}
\Omega^2-\omega^2-i\omega\Gamma=0,\qquad \omega=\pm\sqrt{\Omega^2-\Gamma^2/4}-\tfrac{i}{2}\Gamma ,
\label{eq:pole}
\end{equation}
again with $\Gamma$ held at its value at $\Omega$. This needs $\Gamma\ll\Omega$ and also $\Gamma\ll\omega_{\max}-\Omega$, since $Z$ varies fast near the band top: for $\Omega=0.99\,\omega_{\max}$ and $\Gamma/\Omega=0.025$ the exact complex root gives a rate of only $0.75\,\Gamma$, and the local mode described below keeps about 40\% of the displacement, so no single rate describes the motion. Under these conditions the amplitude falls as $e^{-\Gamma t/2}$ and the energy as $e^{-\Gamma t}$, down to a small remainder. Because $W<0$ above $\Omega$, atom $0$ acts there as a light atom and carries an undamped local mode above the band. In the example below this mode lies at 7.63~THz and keeps 0.3\% of the initial displacement of the side mass. Complete reflection thus needs a wave train much longer than $1/\Gamma$, since the side mass must first build up its motion.

\section{Worked example}

The parameters are round values in the rough regime of vibrations along a selenium chain: $M=79$~u, $K=75$~N/m and spacing $a=0.165$~nm. The side atom has $m=16$~u and $k=15$~N/m. The band ends at 7.61~THz, and
\begin{equation}
\Omega=\sqrt{\frac{15\ \text{N/m}}{16\ \text{u}}}=23.76\ \text{rad/ps},\qquad \frac{\Omega}{2\pi}=3.78\ \text{THz}\quad(15.6\ \text{meV}).
\end{equation}
This is inside the band. There $\theta=1.040$, so the wavelength is $2\pi a/\theta=1.00$~nm. With $Z=2.722\times10^{-12}$~kg/s,
\begin{equation}
\Gamma=\frac{15}{2\times2.722\times10^{-12}}\ \text{s}^{-1}=2.755\ \text{ps}^{-1},\qquad \frac{\Gamma}{2\pi}=0.438\ \text{THz}.
\end{equation}
The side atom swings $\Omega/\Gamma=8.6$ times as far as an atom in the incident wave. Values of \eqref{eq:T} are:
\begin{center}
\begin{tabular}{l|ccccccc}
THz & 1.0 & 3.0 & 3.5 & 4.0 & 4.5 & 6.0 & 7.0\\ \hline
$T$ & 0.999 & 0.948 & 0.652 & 0.474 & 0.887 & 0.972 & 0.963
\end{tabular}
\end{center}
The slight fall from 6 to 7~THz is the approach to the band edge, where $Z$ drops. A direct solution of the equations of motion gives a full width of 0.440~THz. The difference from $\Gamma/2\pi$ comes from the variation of $\Gamma$ across the dip, which \eqref{eq:width} ignores.

The frequency of the free pair, $\sqrt{k(1/m+1/M)}=\Omega\sqrt{1+m/M}$, is 4.15~THz. There $T=0.70$, so the pair frequency does not mark the zero.

Wave packets followed in time show the effect of a finite wave train. For an envelope $\exp[-(n-n_0)^2/(2\sigma^2)]$ with $\sigma=150$ atoms and carrier frequency $\Omega$, a fraction 0.00497 of the energy passes, equal to the average of \eqref{eq:T} over the packet's spectrum to the digits given. Its size can be estimated. The energy spectrum has a spread $1/(\sqrt2\,\sigma)=0.0047$ in $\theta$. Multiplying by $d\omega/d\theta=\sqrt{K/M}\cos(\theta/2)=20.8$~ps$^{-1}$ gives a spread of 0.098~ps$^{-1}$ in $\omega$. By \eqref{eq:lorentz} the leak is about $(0.098/1.38)^2=0.005$.

The decay law was tested with $m$ and $k$ both ten times smaller, which keeps $\Omega$ and makes $\Gamma/\Omega=0.012$. The energy of the ringing side mass then fell at the rate $\Gamma$ to within 0.5\%, which is the scatter of a rate taken from two instants of a slightly modulated energy.

\section{What moves or fills the zero}

\paragraph{Damping.} Let the side mass also feel a force $-m\gamma\dot v=i\omega m\gamma v$. Then \eqref{eq:side} becomes $(k-m\omega^2-i\omega m\gamma)v=ku_0$. At $\Omega$ this gives $v=i(\Omega/\gamma)u_0$ and $W=k(i\Omega/\gamma-1)$. With $k/(2iZ\Omega)=\Gamma/(i\Omega)$, equation \eqref{eq:t} yields
\begin{equation}
t(\Omega)=\frac{1}{1+\Gamma/\gamma+i\Gamma/\Omega}.
\end{equation}
For an assumed energy lifetime $1/\gamma=10$~ps, $\Gamma/\gamma=27.6$ and $T=0.0012$. Reflection is 0.931, and the remaining 0.068 is absorbed.

\paragraph{Springs to the neighbours.} Let springs $k_1$ also join the side mass to atoms $\pm1$. At a zero of transmission all atoms with $n\ge1$ rest. The equation of atom $1$ then demands $Ku_0+k_1v=0$, so atom $0$ now moves slightly. To first order in $k_1$, atom $0$ gives $u_{-1}\simeq-(k/K)v$ plus terms of order $k_1$. The side mass obeys
\begin{equation}
(k+2k_1-m\omega^2)v=ku_0+k_1u_{-1}\simeq-\frac{2kk_1}{K}\,v ,
\end{equation}
so that
\begin{equation}
\omega^2\simeq\Omega^2\left[1+\frac{2k_1}{k}\left(1+\frac{k}{K}\right)\right].
\end{equation}
For $k_1=0.75$~N/m the bracket is 1.12, and the zero moves to 4.00~THz, as the direct solution also finds. The zero survives, but it moves by half the width of the dip.

\paragraph{Surroundings at rest.} A spring $g$ from each chain atom to fixed surroundings changes \eqref{eq:disp} to $M\omega^2=g+2K(1-\cos\theta)$. Equation \eqref{eq:side} is untouched, so the zero stays at $\Omega$ if $\Omega$ lies in the shifted band. With $g=10$~N/m the width becomes 0.463~THz.

\paragraph{A second branch.} Suppose the side spring is tilted by an angle $\phi$ and the chain also carries transverse waves, with spring $K_t$ and resistance $Z_t$. Write $c=\cos\phi$, $s=\sin\phi$, and let $F$ be the pull of the side spring. Equation \eqref{eq:t}, with $Wt$ replaced by the force component, gives
\begin{equation}
2iZ\Omega(u_L-1)+cF=0,\qquad 2iZ_t\Omega\,u_T+sF=0
\end{equation}
for the longitudinal and transverse displacements of atom $0$. At $\Omega$ the side mass now requires only $cu_L+su_T=0$. Eliminating $F$,
\begin{equation}
u_L=\frac{s^2Z}{c^2Z_t+s^2Z},\qquad u_T=-\frac{c}{s}\,u_L .
\end{equation}
For $\phi=10^\circ$ and $K_t=30$~N/m, the forward energy is 0.004 in the longitudinal branch and 0.060 in the transverse one, and another 0.060 returns as transverse waves. One oscillator can block one displacement component, not two, as long as both branches propagate. If the transverse band ends below the resonance, the complete zero returns at a slightly shifted frequency: for $K_t=16.5$~N/m the transverse band ends at 3.57~THz and the zero lies at 3.81~THz.

\paragraph{A soft side bond.} Model the bond by a Morse potential $D(1-e^{-bx})^2$, where $x$ is the stretch. Its curvature $2Db^2$ must equal $k$. With an assumed $b=15$~nm$^{-1}$ this gives $D=k/(2b^2)=0.208$~eV. The level spacings shrink as the bond is excited. Weighting each one-quantum transition by its strength and by the population difference of its two levels gives a mean frequency of 3.61~THz at 77~K and 3.19~THz at 300~K from the lowest 20 levels. All 27 bound levels lower the second value to 3.18~THz, and an extra factor of the transition frequency in the weight raises it to 3.25~THz. If $k$ in \eqref{eq:T} is lowered to match the softened frequency, which lowers $\Gamma$ as well, the transmission at the harmonic value of 3.78~THz is 0.43 and 0.92. With $\Gamma$ left unchanged it is 0.38 and 0.86. This estimate treats the side bond as a softer harmonic spring. It leaves out the spread of transition frequencies. With the same weights their standard deviation is 0.08~THz at 77~K and 0.48~THz at 300~K. The second value exceeds $\Gamma/2\pi$, so at 300~K a single softened spring is a poor description and a complete zero cannot be expected at any frequency. As a rough measure, averaging \eqref{eq:T} over the transition frequencies with the same weights leaves a minimum of about 0.5 at 300~K and about 0.08 at 77~K. The bond is also weak at that temperature: $D/k_BT\approx8$, and the rough escape time $(2\pi/\Omega)\,e^{D/k_BT}$ is about 1~ns, against about 10~s at 77~K.

\paragraph{The real case.} Trigonal selenium consists of helical chains with roughly 0.17~nm of axial length per atom, and its vibrations end near 7~THz, close to the model's band top. The likeness stops there: in a helix the bond-stretching modes near 7~THz are separated by a gap, starting near 4.5~THz, from the bending and twisting modes below. The model's band has no gap, so the table entries from 4.5~THz upward describe the model only. The side bond is the unusual part. Covalent bonds to light atoms typically resist stretching with springs of some hundreds of N/m; 300~N/m would put a 16~u atom at $\sqrt{20}\,\Omega$, or 17~THz, above the band. Physically adsorbed atoms are usually held by a few N/m or less. The value of 15~N/m lies between. An atom bound at the side of a chain and moving along it, however, bends its bond instead of stretching it, and bending is much softer: a Hartree--Fock estimate in one small basis (def2-SVP, convergence not tested) for the O atom of H$_2$Se=O gives roughly 40~N/m for bending and roughly 670~N/m for stretching. A spring of 40~N/m puts a 16~u atom near 6~THz, inside the model's band. A bending force also involves the neighbouring atoms, so it is not a single spring to atom $0$, and the Morse estimate above describes a stretch, not a bend. In a helix, axial motion also mixes with bending and twisting, so the tilted-spring case is closer to reality than the single branch. With the sizes assumed here, softening at 300~K is the largest effect (springs of 3~N/m to the neighbours would match it): in the softened-spring estimate it takes $T$ at 3.78~THz from 0 to about 0.9. Retuning to the softened frequency helps only if the thermal spread of that frequency is small compared with $\Gamma$ and the atom stays bound, and the assumed bond meets neither condition at 300~K. A filter of this kind also needs one branch dominant and damping slow compared with $\Gamma$. In a solid, a lone side atom does not stop waves that pass around it. The chain result carries over to a plane in which every chain bears the same side atom at the same height, for waves at normal incidence, provided that the layers move rigidly along the normal and are coupled to nearest layers only. The check's output lists the main computed values.

\section*{Computed results}
\begin{verbatim}
chain mass M = 79 u, spring K = 75 N/m
spacing a = 0.165 nm
side mass m = 16 u, side spring k = 15 N/m
mass ratio m/M = 0.2025, spring ratio k/K = 0.2000
sound speed = 3.95 km/s
band top = 7.611 THz
fixed-base frequency Omega/2pi = 3.782 THz
Omega = 23.76 rad/ps
phonon energy at Omega = 15.64 meV
phase per atom at Omega = 1.0400 rad
wavelength at Omega = 0.997 nm
impedance Z = 2.722e-12 kg/s
Gamma = 2.755 1/ps
Gamma/2pi = 0.4385 THz
Gamma/Omega = 0.1160
full width from direct solve = 0.4399 THz
side amplitude / incident amplitude = 8.624
T at Omega, direct solve = 3.3e-32
free-pair frequency = 4.147 THz, T there = 0.703
T at 1.0 THz = 0.9992
T at 2.0 THz = 0.9942
T at 3.0 THz = 0.9479
T at 3.5 THz = 0.6515
T at 4.0 THz = 0.4742
T at 4.5 THz = 0.8870
T at 5.0 THz = 0.9473
T at 6.0 THz = 0.9716
T at 7.0 THz = 0.9632
packet at Omega: passed 0.00497, predicted 0.00497
packet at Omega+Gamma/2: passed 0.4753, predicted 0.4753
ringing test, m and k ten times smaller: decay/Gamma = 1.0043
assumed side-mass energy lifetime = 10 ps
with this loss: T = 0.00123, R = 0.9312, absorbed = 0.0676
assumed springs to two neighbours = 0.75 N/m each
zero then at 4.003 THz
assumed holding spring of surroundings = 10 N/m
zero unmoved, full width then = 0.4628 THz
assumed tilt = 10 deg, transverse spring = 30 N/m
forward energy, same branch = 0.00416
forward energy, transverse branch = 0.06034
backward energy, transverse branch = 0.06034
assumed Morse range parameter = 15 1/nm
Morse depth = 0.208 eV
mean side frequency at 77 K = 3.605 THz
mean side frequency at 300 K = 3.193 THz
T at harmonic Omega with 77 K shift = 0.428
T at harmonic Omega with 300 K shift = 0.923
\end{verbatim}
